Saturation voltage of a transistor channel with a two-piece velocity law, part 1

(Sections cited here and not found follow in the second part.)

## First half: the matched current and its channel

Q: A long transistor channel is said to saturate when its drain end runs out of electrons, and a short one when its electrons reach their top speed. I doubt that one formula can serve both. Where would you start?

A: With the velocity law, because the factors in the answer come from it. Take an n-channel transistor with the source at x = 0 and the drain at x = L. Let V(x) be the channel potential measured from the source, so that V(0) = 0 and V(L) is the drain voltage VD. The potential rises toward the drain and the electrons drift that way. I write E = dV/dx for the magnitude of the field along the channel and v for the electron speed, so both are positive, and I count the drain current I as positive. The law has two pieces:

v = μE/(1 + E/Ec) for E < Ec
v = vsat for E ≥ Ec

Here μ is the low-field mobility, vsat the saturation velocity and Ec the critical field.

Q: You have three parameters. Are they independent?

A: No. The speed has to be continuous at the joint. As E approaches Ec from below, the denominator tends to 2, so the lower piece tends to μEc/2. Setting this equal to vsat gives

Ec = 2vsat/μ.

With vsat/μ as the critical field in the same expression, the lower piece would reach vsat/2 at the joint and the speed would jump by a factor of two.

Q: Is the joint smooth, then?

A: The speed is continuous but its slope is not. Differentiating the lower piece by the quotient rule,

dv/dE = μ[(1 + E/Ec) − E/Ec]/(1 + E/Ec)² = μ/(1 + E/Ec)²,

which tends to μ/4 at Ec, while the upper piece has slope zero. The law is a convenient model of a gradual approach to saturation. Its corner is a property of the model.

Q: Speed alone gives no current. What is the charge?

A: Let VG be the gate voltage measured from the source, VT the threshold voltage and C the gate capacitance per area. At position x the channel sits at potential V, so the voltage available to hold mobile charge is VG − VT − V. With the overdrive U = VG − VT > 0, the magnitude of the mobile charge per area is

Q = C(U − V).

Two assumptions enter. The first is the gradual-channel approximation: the gate alone fixes the charge at each x, as in a parallel-plate capacitor, and the variation of the field along the channel adds nothing. The second is that VT is the same all along the channel. I also take μ as uniform and neglect diffusion, so that the current is pure drift. In a channel of width W,

I = WC(U − V)v(E).

In steady state, with no electrons created or lost on the way, I is the same at every x.

Q: Then E must change along the channel. How can you write down a current without knowing the field?

A: By integrating. On the lower piece, multiply the current equation by 1 + E/Ec:

I(1 + E/Ec) = μWC(U − V)E.

Replace E by dV/dx and multiply by dx:

I dx + (I/Ec)dV = μWC(U − V)dV.

The current is constant, so each term integrates at once, x from 0 to L and V from 0 to VD:

I(L + VD/Ec) = μWC(U VD − VD²/2).

Dividing by L + VD/Ec, and taking a factor L out of the denominator, gives

I = (μWC/L)(U − VD/2)VD/[1 + VD/(EcL)].

The bracket in the denominator is the effect of the field on the speed. If VD is much smaller than EcL, it is close to 1 and the current is that of constant mobility.

Q: You used the lower piece over the whole channel. Near the drain the field is highest. Why not use the lower piece up to some point and the plateau beyond it?

A: Because the gradual channel does not allow a plateau section. Suppose that v = vsat over some stretch. There I = WC(U − V)vsat, and since I is constant, V has to be constant. Then E = dV/dx = 0, whereas the plateau requires E ≥ Ec. This is a contradiction.

Q: The channel might still touch Ec at isolated points.

A: It can touch it at one point, the drain. Solve the lower-piece equation for the field. Collecting the terms in E gives I = E[μWC(U − V) − I/Ec], so

E = I/[μWC(U − V) − I/Ec].

At fixed I the denominator shrinks as V grows, so E rises with V, and V rises with x. The field is therefore largest at x = L, and if it reaches Ec at all, it does so there.

Q: And what does that say about the current?

A: It sets a ceiling. The speed nowhere exceeds vsat, so at the drain end

I ≤ WC(U − VD)vsat.

The ceiling falls as VD rises, because the charge at the drain end falls. The integrated current starts from zero and grows with VD. Saturation begins where the two meet, and there the field at the drain is Ec.

Q: Show me the meeting point without skipping. I expect a quadratic equation.

A: It looks like one at first. Write V for the drain voltage at the meeting point and replace vsat by μEc/2:

(μWC/L)(U − V/2)V/[1 + V/(EcL)] = WC(U − V)μEc/2.

Cancel μWC and multiply both sides by 2L[1 + V/(EcL)]. On the right, L Ec[1 + V/(EcL)] = EcL + V, so

2(U − V/2)V = (U − V)(EcL + V).

Multiply out both sides:

2UV − V² = U EcL + UV − EcL V − V².

The term −V² stands on both sides and drops out. Subtract UV and add EcL V:

UV + EcL V = U EcL.

The equation is linear, with the single solution

Vdsat = EcL U/(EcL + U).

Q: The squares cancelled. Is that luck?

A: It follows from the factor 2 in Ec. The integrated charge contains V²/2, and the 2 from Ec = 2vsat/μ turns this into V², which matches the V² from the product on the right. The factor 2 arises because the joint sits at the same field Ec that appears in the denominator of the lower piece, where the speed is μEc/2. Continuity alone is not enough: if μE/(1 + E/E0) is joined continuously to a plateau at another field E1, the squares cancel only for E1 = E0, and otherwise the equation stays quadratic.

Q: And the current there?

A: First find what is left of the overdrive at the drain:

U − Vdsat = [U(EcL + U) − EcL U]/(EcL + U) = U²/(U + EcL).

Putting this into the ceiling gives

Isat = WC vsat U²/(U + EcL).

The charge at the drain end is not zero. The channel carries a finite current there with a finite charge moving at vsat.

Q: You have found where two curves cross. That does not prove that the channel saturates there. Perhaps another solution exists at higher drain voltage.

A: That can be settled by asking how long a channel must be to hold a given drain voltage V at a given current I. The integrated equation, solved for the length ℓ, reads

ℓ = μWC(UV − V²/2)/I − V/Ec.

A larger current gives a shorter length, so the shortest possible channel belongs to the largest permitted current, WC(U − V)μEc/2. Insert it and put everything over the common denominator Ec(U − V):

ℓmin = (2UV − V²)/[Ec(U − V)] − V/Ec
ℓmin = [2UV − V² − UV + V²]/[Ec(U − V)]
ℓmin = UV/[Ec(U − V)].

Its derivative with respect to V is U²/[Ec(U − V)²], which is positive. Higher drain voltage needs a longer channel. Setting ℓmin = L gives UV = EcL(U − V), which is the equation for Vdsat again.

If V is below Vdsat, then ℓmin < L. As I is lowered from its ceiling toward zero, ℓ grows continuously from ℓmin without limit, so it equals L at one current. If V is above Vdsat, even the shortest possible channel is longer than L, and there is no solution. Vdsat is thus the largest drain voltage for which the gradual-channel equations have a solution.

Q: So for higher drain voltage your model has no answer. May I draw a flat line there?

A: The flat line is an added assumption. The voltage beyond Vdsat is taken to drop across a section near the drain in which the gradual approximation fails. If that section is much shorter than L, the rest of the channel still has nearly its full length and still ends at Vdsat, so the current stays near Isat. Whether the section is short has to be examined for each device.

Q: Back to my first doubt. Does the formula contain both kinds of saturation?

A: Take the reciprocal of Vdsat:

1/Vdsat = 1/U + 1/(EcL).

The smaller of the two voltages dominates. In a long channel, EcL ≫ U, and Vdsat tends to U. The drain end is then nearly empty of mobile charge. In the current, U + EcL tends to EcL, and with vsat = μEc/2

Isat → WC(μEc/2)U²/(EcL) = μWCU²/(2L),

which is the square law of constant mobility. In a short channel, EcL ≪ U, Vdsat tends to EcL, and

Isat → WC vsat U.

The current is then linear in the overdrive and no longer depends on L. The reciprocal of the current joins the two limits:

1/Isat = (U + EcL)/(WC vsat U²) = 1/(WC vsat U) + 2L/(μWCU²).

In the last term I used Ec/vsat = 2/μ. Both terms are positive, so each limiting current is an upper bound on Isat. The short limit is a limit of the equations. A real channel of vanishing length would not obey a local drift law.

Q: Put in numbers for a device that someone might build.

A: Take rough round values in the regime of a silicon n-channel transistor with an oxide gate, in the units that device engineers use: L = 100 nm, W = 1000 nm, an electrical oxide thickness of 2.5 nm, μ = 250 cm²/Vs, vsat = 8.0×10⁶ cm/s, U = 0.80 V and a temperature of 300 K. With a relative permittivity of 3.9 for the oxide, the capacitance is C = 1.381 µF/cm². Then

Ec = 2 × 8.0×10⁶/250 V/cm = 0.064 MV/cm
EcL = 0.64 V
Vdsat = 0.64 × 0.80/(0.64 + 0.80) V = 0.356 V.

The overdrive left at the drain is 0.80² / 1.44 V = 0.444 V, and with W = 10⁻⁴ cm

Isat = 10⁻⁴ × 1.381×10⁻⁶ × 8.0×10⁶ × 0.444 A = 0.491 mA.

The two limiting currents are 1.105 mA for the long channel and 0.884 mA for the short one. Neither is close to 0.491 mA, because U and EcL are of similar size. The device lies between the two regimes, and its current is below both bounds.

Q: Have you any evidence that does not pass through your algebra?

A: For these inputs the velocity law was inverted numerically, dV/E was integrated to find the length that a current needs, and the largest drain voltage that fits into 100 nm was found by root search. It came out as 0.355556 V, and the formula gives 0.355556 V. The same procedure gives the current below saturation: 0.224 mA at 0.1 V, 0.368 mA at 0.2 V and 0.458 mA at 0.3 V. By hand, the integrated formula at 0.2 V reads

I = 3.453 × (0.80 − 0.10) × 0.20/(1 + 0.20/0.64) mA = 0.368 mA,

where 3.453 mA/V² is μWC/L.

Q: What does a shorter channel gain?

A: Hold U, μ, vsat, C and W fixed. At L = 50 nm the model gives Vdsat = 0.229 V and Isat = 0.631 mA. At L = 1000 nm it gives 0.711 V and 0.098 mA. Halving the length from 100 nm to 50 nm raises the current by a factor of 1.29, where the square law would give 2. The reason is in the sum of reciprocals: the term proportional to L halves, and the other stays.

Q: You claim that the field reaches Ec at the drain. I want to see the field inside.

A: Integrate the current equation from the source to a general point x instead of to L, with I = Isat:

Isat(x + V/Ec) = μWC(UV − V²/2).

Multiply by 2/(μWC) and define b = 2Isat/(μWC). Since Isat = WC(U − Vdsat)μEc/2, this is b = Ec(U − Vdsat). The equation becomes

bx + (U − Vdsat)V = 2UV − V².

Bring everything to one side:

V² − (U + Vdsat)V + bx = 0.

With a = (U + Vdsat)/2, the root that vanishes at x = 0 is

V(x) = a − √(a² − bx).

Differentiating, and using √(a² − bx) = a − V,

E = b/[2(a − V)].

At the drain a − Vdsat = (U − Vdsat)/2, so E = b/(U − Vdsat) = Ec, as required. At the source V = 0 and E = b/(2a) = Ec(U − Vdsat)/(U + Vdsat).

For the example the field is 0.025 MV/cm at the source, 0.032 MV/cm at the middle and 0.064 MV/cm at the drain. The potential at the middle is 0.140 V, less than half of Vdsat. The charge thins out toward the drain, so the electrons there must move faster, and the faster motion needs more field.

## Second half: beyond the matching point

Q: Before I attack the flat part of the curve, remind me what you are carrying over.

A: The channel has length L, width W, gate capacitance per area C and overdrive U. V is the channel potential, E = dV/dx, and VD is the drain voltage. The speed is μE/(1 + E/Ec) below Ec = 2vsat/μ and vsat above it. The results are

Vdsat = EcL U/(EcL + U)
Isat = WC vsat(U − Vdsat) = WC vsat U²/(U + EcL).

Below Vdsat, with K = μWC/L, the current obeys

I[1 + VD/(EcL)] = K(U VD − VD²/2).

In the example L = 100 nm, U = 0.80 V, EcL = 0.64 V, Vdsat = 0.356 V and Isat = 0.491 mA.

Q: I would have found saturation by setting dI/dVD = 0. Why did you not do that?

A: Because the current is still rising at Vdsat. Differentiate the equation for the current, using the product rule on the left:

(dI/dVD)[1 + VD/(EcL)] + I/(EcL) = K(U − VD).

At the matching point I = WC(U − Vdsat)μEc/2 = K(U − Vdsat)EcL/2, so K(U − Vdsat) = 2Isat/(EcL). Subtracting Isat/(EcL) from both sides leaves

(dI/dVD)[1 + Vdsat/(EcL)] = Isat/(EcL),

and multiplication by EcL gives

dI/dVD = Isat/(EcL + Vdsat).

This is positive. In the example it is 0.491/(0.640 + 0.356) mA/V = 0.493 mA/V. If the current is then held constant, the curve has a kink.

Q: Where is the maximum, then?

A: On the continuation of the lower piece beyond its range. Setting the derivative to zero gives I = EcL K(U − VD). Insert this into the equation for the current and cancel K:

(U − VD)(EcL + VD) = U VD − VD²/2.

Multiply out the left side, cancel U VD, and collect:

VD² + 2EcL VD − 2EcL U = 0.

The positive root is

Vpeak = EcL[√(1 + 2U/(EcL)) − 1].

For the example this is 0.557 V, with a current of 0.536 mA. But I = EcL K(U − VD) = WC(U − VD)μEc, so the electrons at the drain would move at μEc = 2vsat. The lower piece reaches that speed at infinite field. The maximum therefore lies outside the range where the law applies.

Q: Suppose that I use one smooth law for all fields, v = μE/(1 + μE/vsat), with the same μ and vsat.

A: Then the lower piece has the critical field vsat/μ = Ec/2 and holds at every field, and its maximum is the saturation point. Replacing Ec by Ec/2 in Vpeak gives 0.464 V, with a current of 0.371 mA. This is 24% below the two-piece result. The current is lower because at any given field the one-piece speed μE/(1 + 2E/Ec) is below that of the two-piece law. The result thus depends noticeably on how the speed approaches vsat, even when μ and vsat are fixed.

The ideal model gives the onset of saturation, Vdsat and Isat, where the field at the drain reaches Ec while the current is still rising with drain voltage. It remains to examine whether the current stays near Isat at higher drain voltage, and how much the effects left out of the model matter.

All numerical values are calculated from the stated model.
